# The coercivity-limited memory window of an ideal ferroelectric transistor, derived twice: a numerical check

```python
"""Memory window of an ideal ferroelectric transistor.

Result under test: the difference of the threshold voltages in upward and
downward gate sweeps tends to 2 * E_C * t_f (coercive field times twice the
ferroelectric thickness) if polarization and displacement swing suffice and
no charge is trapped.  Sharp conditions and corrections are tested as well.

Symbols: D displacement (gate to semiconductor), P polarization, E field in
the ferroelectric, EPS_F its background permittivity, psi surface potential,
Q_T displacement at threshold, p_sat saturation polarization, delta width of
the coercive-field distribution.  SI units inside; flat-band voltage zero.
The device simulation flips two-state domains one by one under gate-voltage
control and uses none of the window formulas.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

NM = 1e-9
EPS_F = 30 * const.epsilon_0
EPS_I = 4 * const.epsilon_0
EPS_S = 12 * const.epsilon_0
E_C = 1e8
T_F = 10 * NM
T_I = 1 * NM
P_SAT = 0.2
N_A = 1e23
N_I = 1e16
TEMP = 300.0
V_T = const.k * TEMP / const.e
PSI_T = 2 * V_T * math.log(N_A / N_I)
RATIO = (N_I / N_A) ** 2
SCALE = 2 * EPS_S * const.e * V_T * N_A
FLIP = 1e-4     # polarization change of one domain flip, C/m^2
TOL = 0.01      # V; one flip shifts each threshold by at most FLIP*t_f/EPS_F


def semiconductor_d(psi):
    """Displacement at the semiconductor surface, Boltzmann carriers."""
    u = psi / V_T
    s = math.expm1(-u) + u + RATIO * (math.expm1(u) - u)
    return math.copysign(math.sqrt(SCALE * max(s, 0.0)), psi)


def voltage_error(psi, v, pol, t_f, cap, trap):
    d = semiconductor_d(psi) - trap
    return psi + d / cap + t_f * (d - pol) / EPS_F - v


def simulate(p_sat, v_neg, v_pos, delta=0.0, t_f=T_F, t_i=T_I, trapped=0.0):
    """Sweep 0 -> v_neg -> v_pos -> v_neg; return thresholds and P values."""
    n = int(round(2 * p_sat / FLIP))
    u = (np.arange(n) + 0.5) / n
    coercive = (E_C + delta * np.log(u / (1 - u))).tolist()
    assert coercive[0] > 0
    state = [1 if i % 2 else -1 for i in range(n)]
    pol = p_sat * sum(state) / n
    cap = EPS_I / t_i
    trap = 0.0
    traces = []
    for direction, v0, v1 in ((-1, 0.0, v_neg), (1, v_neg, v_pos),
                              (-1, v_pos, v_neg)):
        pointer = 0
        trace = []
        steps = int(abs(v1 - v0) / 0.01) + 2
        for v in np.linspace(v0, v1, steps).tolist():
            while True:
                psi = brentq(voltage_error, -1.5, 2.5, xtol=1e-10,
                             args=(v, pol, t_f, cap, trap))
                field = (semiconductor_d(psi) - trap - pol) / EPS_F
                while pointer < n and state[pointer] == direction:
                    pointer += 1
                if pointer == n or direction * field < coercive[pointer]:
                    break
                state[pointer] = direction
                pol += direction * 2 * p_sat / n
            trace.append((v, psi, pol))
        traces.append(trace)
        trap = -direction * trapped   # holes after negative write, else electrons
    found = []
    for direction, trace in ((1, traces[1]), (-1, traces[2])):
        assert direction * (trace[0][1] - PSI_T) < 0
        k = next(i for i, row in enumerate(trace)
                 if direction * (row[1] - PSI_T) >= 0)
        a, b = np.array(trace[k - 1]), np.array(trace[k])
        found.append(a + (b - a) * (PSI_T - a[1]) / (b[1] - a[1]))
    up, down = found
    return {"up": up[0], "down": down[0], "window": up[0] - down[0],
            "p_at_up": up[2], "p_written": traces[1][0][2]}


def pinned_displacement(v, sign, p_sat):
    """Displacement reached at write voltage v with the field at sign*E_C."""
    cap = EPS_I / T_I
    psi = brentq(lambda x: x + semiconductor_d(x) / cap
                 + sign * E_C * T_F - v, -1.5, 2.5)
    limit = p_sat + EPS_F * E_C
    return max(-limit, min(limit, semiconductor_d(psi)))


def square_loop_window(d_minus, d_plus):
    return T_F * (min(E_C, (Q_T - d_minus) / EPS_F - E_C)
                  + min(E_C, (d_plus - Q_T) / EPS_F - E_C))


def branch_window(shape, p_sat, delta, q, t_f=T_F):
    """Window from roots of the saturated rising branch D(E) = +q and -q."""
    def root(d):
        return brentq(lambda e: EPS_F * e * E_C
                      + p_sat * shape((e - 1) * E_C / (2 * delta)) - d,
                      -50, 50, xtol=1e-14) * E_C
    return t_f * (root(q) + root(-q))


Q_T = semiconductor_d(PSI_T)
IDEAL = 2 * E_C * T_F
CAP = EPS_I / T_I

# Threshold charge from direct integration of the space charge
def space_charge(psi):
    u = psi / V_T
    return const.e * N_A * (math.exp(-u) - 1 - RATIO * (math.exp(u) - 1))

integral = quad(space_charge, 0, PSI_T, epsabs=0, epsrel=1e-10, limit=200)[0]
assert abs(math.sqrt(-2 * EPS_S * integral) / Q_T - 1) < 1e-7

print(f"ferroelectric thickness: {T_F/NM:.1f} nm")
print(f"ferroelectric relative permittivity: {EPS_F/const.epsilon_0:.0f}")
print(f"coercive field: {E_C*NM:.3f} V/nm")
print(f"saturation polarization: {P_SAT:.3f} C/m^2")
print(f"interlayer: {T_I/NM:.1f} nm, rel. permittivity {EPS_I/const.epsilon_0:.0f}")
print(f"interlayer capacitance: {CAP:.5f} F/m^2")
print(f"semiconductor relative permittivity: {EPS_S/const.epsilon_0:.0f}")
print(f"doping {N_A:.1e} m^-3, intrinsic {N_I:.1e} m^-3, T {TEMP:.0f} K")
print(f"threshold surface potential: {PSI_T:.4f} V")
print(f"threshold displacement Q_T: {Q_T:.5f} C/m^2")
print(f"interlayer drop at threshold: {Q_T/CAP:.4f} V")
print(f"eps*E_c: {EPS_F*E_C:.5f} C/m^2")
print(f"least p_sat for full window: {EPS_F*E_C+Q_T:.5f} C/m^2")
print(f"ideal window 2*E_c*t: {IDEAL:.4f} V")

# Main example: thresholds, window, and polarization at the upper threshold
main = simulate(P_SAT, -5.0, 5.0)
v_up = PSI_T + Q_T / CAP + E_C * T_F
v_down = PSI_T + Q_T / CAP - E_C * T_F
assert abs(main["up"] - v_up) < TOL / 2
assert abs(main["down"] - v_down) < TOL / 2
assert abs(main["window"] - IDEAL) < TOL
assert abs(main["p_at_up"] - (Q_T - EPS_F * E_C)) < 2 * FLIP
assert main["p_at_up"] - main["p_written"] > 100 * FLIP
print(f"upper threshold: simulated {main['up']:.3f} V, formula {v_up:.3f} V")
print(f"lower threshold: simulated {main['down']:.3f} V, formula {v_down:.3f} V")
print(f"simulated window, write +-5 V: {main['window']:.3f} V")
print(f"P after negative write: {main['p_written']:.4f} C/m^2")
print(f"P at upper threshold: {main['p_at_up']:.4f} C/m^2")

# Least write voltages, and what happens when the positive one falls short
d_need_pos = Q_T + 2 * EPS_F * E_C
d_need_neg = Q_T - 2 * EPS_F * E_C
psi_pos = brentq(lambda x: semiconductor_d(x) - d_need_pos, 0, 2.5)
psi_neg = brentq(lambda x: semiconductor_d(x) - d_need_neg, -1.5, 0)
v_need_pos = psi_pos + d_need_pos / CAP + E_C * T_F
v_need_neg = psi_neg + d_need_neg / CAP - E_C * T_F
print(f"least D+ {d_need_pos:.5f} C/m^2, D- {d_need_neg:.5f} C/m^2")
print(f"surface potential at D+ {psi_pos:.3f} V, at D- {psi_neg:.3f} V")
print(f"least write voltages: {v_need_pos:.3f} V and {v_need_neg:.3f} V")
print(f"interlayer field at least D+: {d_need_pos/EPS_I*NM:.3f} V/nm")
least = simulate(P_SAT, v_need_neg, v_need_pos)["window"]
assert abs(least - IDEAL) < TOL
print(f"simulated window at least write voltages: {least:.3f} V")

for v_neg, v_pos in ((-2.5, 2.5), (-3.0, 3.0), (v_need_neg, v_need_pos - 0.3)):
    d_plus = pinned_displacement(v_pos, 1, P_SAT)
    d_minus = pinned_displacement(v_neg, -1, P_SAT)
    assert d_plus - d_minus > 2 * EPS_F * E_C
    rule = square_loop_window(d_minus, d_plus)
    sim = simulate(P_SAT, v_neg, v_pos)["window"]
    assert abs(sim - rule) < TOL and sim < IDEAL - 0.1
    print(f"write {v_neg:.3f}/{v_pos:.3f} V: D- {d_minus:.4f}, D+ {d_plus:.4f} "
          f"C/m^2, window sim {sim:.3f} V, formula {rule:.3f} V")

# Polarization-limited and coercivity-limited square loops
for p_sat in (0.01, 0.02, 0.04):
    rule = square_loop_window(pinned_displacement(-6.0, -1, p_sat),
                              pinned_displacement(6.0, 1, p_sat))
    sim = simulate(p_sat, -6.0, 6.0)["window"]
    assert abs(sim - rule) < TOL
    if p_sat + Q_T < EPS_F * E_C:
        assert abs(sim - 2 * p_sat * T_F / EPS_F) < TOL
    else:
        assert abs(sim - IDEAL) < TOL
    print(f"p_sat {p_sat:.2f} C/m^2, write +-6 V: window sim {sim:.3f} V, "
          f"formula {rule:.3f} V")

# Interlayer thickness drops out; ferroelectric thickness enters linearly
thick_layer = simulate(P_SAT, -8.0, 8.0, t_i=2 * NM)["window"]
thin_ferro = simulate(P_SAT, -5.0, 5.0, t_f=5 * NM)["window"]
assert abs(thick_layer - IDEAL) < TOL
assert abs(thin_ferro - 2 * E_C * 5 * NM) < TOL
print(f"window with 2 nm interlayer, write +-8 V: {thick_layer:.3f} V")
print(f"window with 5 nm ferroelectric, write +-5 V: {thin_ferro:.3f} V")

# Smooth loops: simulation, branch roots and leading correction
DELTA = 0.1 * E_C
print(f"smooth loop width delta: {DELTA*NM:.3f} V/nm, write +-12 V")
for p_sat in (0.05, 0.1, 0.2):
    sim = simulate(p_sat, -12.0, 12.0, delta=DELTA)["window"]
    roots = branch_window(math.tanh, p_sat, DELTA, Q_T)
    lead = IDEAL / (1 + 2 * EPS_F * DELTA / p_sat)
    assert abs(sim - roots) < TOL
    print(f"smooth, p_sat {p_sat:.2f} C/m^2: sim {sim:.3f} V, "
          f"roots {roots:.4f} V, leading formula {lead:.4f} V")
errors = [abs(branch_window(math.tanh, p, DELTA, Q_T)
              - IDEAL / (1 + 2 * EPS_F * DELTA / p)) for p in (0.4, 0.8)]
assert 7 < errors[0] / errors[1] < 9
print(f"error ratio of leading formula, p_sat 0.4 to 0.8: {errors[0]/errors[1]:.2f}")

# Upper bound for branches odd about E_C, and the limit of large p_sat
def arctan_shape(x):
    return 2 / math.pi * math.atan(x)

largest = 0.0
for shape in (math.tanh, arctan_shape):
    for p_sat in (0.02, 0.1, 0.5):
        for delta in (0.03 * E_C, 0.1 * E_C, 0.4 * E_C):
            for q in (0.0, Q_T, 0.03, 0.08):
                largest = max(largest, branch_window(shape, p_sat, delta, q))
    assert abs(branch_window(shape, 1e4, DELTA, Q_T) / IDEAL - 1) < 1e-5
assert largest < IDEAL
print(f"largest window in scan of smooth loops: {largest:.4f} V")

# Charge trapped at the semiconductor surface narrows the window
TRAPPED = 0.005
trap_sim = simulate(P_SAT, -5.0, 5.0, trapped=TRAPPED)["window"]
trap_rule = IDEAL - 2 * TRAPPED / CAP
assert abs(trap_sim - trap_rule) < TOL
print(f"trapped charge +-{TRAPPED:.3f} C/m^2: window sim {trap_sim:.3f} V, "
      f"formula {trap_rule:.3f} V")

print("no test failed")
```

Output:

```
ferroelectric thickness: 10.0 nm
ferroelectric relative permittivity: 30
coercive field: 0.100 V/nm
saturation polarization: 0.200 C/m^2
interlayer: 1.0 nm, rel. permittivity 4
interlayer capacitance: 0.03542 F/m^2
semiconductor relative permittivity: 12
doping 1.0e+23 m^-3, intrinsic 1.0e+16 m^-3, T 300 K
threshold surface potential: 0.8334 V
threshold displacement Q_T: 0.00168 C/m^2
interlayer drop at threshold: 0.0476 V
eps*E_c: 0.02656 C/m^2
least p_sat for full window: 0.02825 C/m^2
ideal window 2*E_c*t: 2.0000 V
upper threshold: simulated 1.878 V, formula 1.881 V
lower threshold: simulated -0.117 V, formula -0.119 V
simulated window, write +-5 V: 1.995 V
P after negative write: -0.1040 C/m^2
P at upper threshold: -0.0248 C/m^2
least D+ 0.05481 C/m^2, D- -0.05144 C/m^2
surface potential at D+ 1.103 V, at D- -0.267 V
least write voltages: 3.651 V and -2.719 V
interlayer field at least D+: 1.548 V/nm
simulated window at least write voltages: 1.995 V
write -2.500/2.500 V: D- -0.0440, D+ 0.0163 C/m^2, window sim 0.275 V, formula 0.269 V
write -3.000/3.000 V: D- -0.0611, D+ 0.0327 C/m^2, window sim 1.167 V, formula 1.168 V
write -2.719/3.351 V: D- -0.0514, D+ 0.0446 C/m^2, window sim 1.615 V, formula 1.614 V
p_sat 0.01 C/m^2, write +-6 V: window sim 0.753 V, formula 0.753 V
p_sat 0.02 C/m^2, write +-6 V: window sim 1.506 V, formula 1.506 V
p_sat 0.04 C/m^2, write +-6 V: window sim 1.995 V, formula 2.000 V
window with 2 nm interlayer, write +-8 V: 1.995 V
window with 5 nm ferroelectric, write +-5 V: 0.998 V
smooth loop width delta: 0.010 V/nm, write +-12 V
smooth, p_sat 0.05 C/m^2: sim 1.788 V, roots 1.7925 V, leading formula 1.8079 V
smooth, p_sat 0.10 C/m^2: sim 1.895 V, roots 1.8970 V, leading formula 1.8991 V
smooth, p_sat 0.20 C/m^2: sim 1.946 V, roots 1.9480 V, leading formula 1.9482 V
error ratio of leading formula, p_sat 0.4 to 0.8: 7.81
largest window in scan of smooth loops: 1.9936 V
trapped charge +-0.005 C/m^2: window sim 1.713 V, formula 1.718 V
no test failed
```
